\section*{Cooper pairing from dynamical screening in the electron gas, and vertex corrections, part 2}

Can dynamical screening alone make the singlet $s$-wave Cooper amplitude of three-dimensional jellium negative, and does this survive vertex corrections? We take $T\to0$ and atomic units, with momenta in $k_F=1/(\alpha r_s)$, $\alpha=(4/9\pi)^{1/3}$, and energies in $E_F=k_F^2/2$. Interactions are multiplied by $N_F=k_F/2\pi^2$, the density of states per spin.

The free response is $\chi_0=-2N_FL(q,\nu)$, where $L>0$ falls with $|\nu|$, at small $\nu$ through the Landau term $-\pi|\nu|/4q$. With $\kappa^2=4\alpha r_s/\pi$, $\omega_p^2=4\kappa^2/3$ and $\epsilon=1+\kappa^2L/q^2$, the bare interaction is $v=\kappa^2/2q^2$ and the RPA one is $w=v/\epsilon>0$. Equivalently, $w$ is $v$ minus a retarded attraction of spectral weight $B(q,\omega)\ge0$. As $q\to0$ at fixed $\nu$, $q^2w\to b(\nu)=\frac{\kappa^2}{2}\frac{\nu^2}{\nu^2+\omega_p^2}$, which makes the $s$-wave average $\bar w(k,k';\nu)$ logarithmically singular at $k=k'$.

The $G_0W_0$ self-energy $\Sigma$ gives $G^{-1}=iZ\omega-\xi-\chi$, with $\xi=k^2-1$, $Z=1-\mathrm{Im}\,\Sigma/\omega$, $\chi=\mathrm{Re}\,\Sigma(k,i\omega)-\mathrm{Re}\,\Sigma(k_F,0)$, $c=1+\partial\chi/\partial\xi$ and $m^*/m=Z/c$. With $P=G(k,i\omega)G(-k,-i\omega)$, the ladder $\Gamma=\bar w-\bar wP\Gamma$ runs over intermediate frequencies above $\omega_c$, and $\mu^*(\omega_c)=\Gamma(k_F,0)/Zc$. The sign of $\mu^*$ is meaningful only if no pole lies above the cutoff. For small cutoffs
\begin{equation}
\frac1{\mu^*(\omega_c)}=\frac1{\mu^*(\omega_0)}+\ln\frac{\omega_0}{\omega_c}.
\label{eq:log}
\end{equation}
\begin{equation}
T_c=1.134\,\omega_c\exp[1/\mu^*(\omega_c)] .
\label{eq:tc}
\end{equation}

A solvable model has $Z=c=1$, frequencies up to $E$, and kernel $\mu-\lambda$ when both frequencies are below $\Omega$, $\mu$ otherwise. With $\ell=\ln(\Omega/\omega_c)$, $\Lambda=\ln(E/\Omega)$ and $\tilde\mu=\mu/(1+\mu\Lambda)$, the low-frequency amplitude obeys $1/\Gamma_{\rm l}=1/g+\ell$, where
\begin{equation}
g=(\mu-\lambda)-\frac{\mu^2\Lambda}{1+\mu\Lambda}=\tilde\mu-\lambda .
\label{eq:g}
\end{equation}
For $\tilde\mu<\lambda<\mu$ the kernel is positive but, above the pole, the amplitude is negative at low frequency and positive at high frequency. The example has $\mu=1$, $\lambda=0.6$, $\Omega=0.1E$, $\omega_c=0.02E$; its smooth (Lorentz) version has kernel $\mu-\lambda\Omega^2/[\Omega^2+(\omega-\omega')^2]$ and band $|\xi|<E$. Outside this model $\ell$ denotes angular momentum.

\subsection{Size of the effect in RPA}

At $r_s=5$, $k_F=0.3838$ bohr$^{-1}$, $E_F=0.0737$~Ha ($23\,260$~K), $\kappa^2=3.317$ and $\omega_p=\sqrt{4\times3.317/3}=2.10$ (0.155~Ha). Between $k_F$ and $1.122k_F$, $\bar w$ is $0.36$ at $\nu=0$, $1.23$ at $\omega_p$ and $2.11$ at $\nu=1000$, a sixfold step. The self-energy gives $Z=1.691$ and $c=1.599$, hence $m^*/m=1.058$ and $1/Zc=0.370$; $Z$ and one value of $\chi$ were tested against an independent quadrature. The grid value of $c$ is about $0.003$ too high, the converged values being $c=1.596$ and $m^*/m=1.060$. To keep $\Gamma(k_F,\omega)$ finite at the logarithmic singularity, the external leg is smeared over $10^{-3}E_F$.

At $\omega_c=0.1$ the direct term is $0.367$ and $\Gamma(k_F,0)=-0.311$, so the ladder subtracts $0.678$, and $\mu^*=-0.311\times0.370=-0.115$. The amplitude at $(1.122k_F,\,2.77E_F)$ is $+0.98$, the sign change of the model. A finer grid moves $\mu^*$ from $-0.1151$ to $-0.1157$. This is not yet the limit: with further refinement and no smearing the value is near $-0.117$ ($\Gamma=-0.316$), so the values of $\mu^*$ quoted for dynamic kernels at $r_s=5$ are uncertain by about $0.002$, in the negative direction. The determinant of $1+\bar wP$ is positive for every kernel at this cutoff, which excludes an odd number of poles above it.

Two controls keep $G$ fixed and change only the kernel. With $w(q,0)$ at all frequencies, $\mu^*=+0.082$. The second replaces $B$ by one pole, $w=v[1-\omega_p^2/(\nu^2+\Omega_q^2)]$, which has the correct $\nu^{-2}$ tail, and has the correct static limit if $\omega_p^2/\Omega_q^2=1-1/\epsilon(q,0)$. It gives $-0.111$ and carries $(0.0816+0.1107)/(0.0816+0.1151)=98\%$ of the shift from static to dynamic screening. At this density and cutoff, with $G$ fixed, the detailed shape of $B$ matters little. The single pole also absorbs the particle-hole weight, so this control does not isolate the undamped plasmon branch.

The logarithmic law sets in slowly. The values of $1/\mu^*$ at $\omega_c=0.1$, $0.01$ and $0.001$ are $-8.69$, $-6.82$ and $-4.56$. The lower decade adds $2.25$, 2\% short of $\ln10=2.30$, but the upper one adds only $1.87$. A shortfall that shrinks by roughly an order of magnitude per decade is consistent with a correction linear in the cutoff. The lower one is known only roughly, since a change of $0.3\%$ in $c$ moves it by $0.007$, and its attribution to the Landau term in particular is a conjecture. From the lowest cutoff, $T_c=1.134\times10^{-3}e^{-4.564}=1.2\times10^{-5}E_F=8.7\times10^{-7}$~Ha, about $0.3$~K. The discretisation error shifts all three values of $1/\mu^*$ upwards by about $0.14$ and raises this $T_c$ by about 15\%, while the steps per decade change by $0.01$ or less. The cutoff $0.1$ would give $10^{-0.35}=0.45$~K, some 60\% more. Near $\mu^*=-0.115$ the shortfall $0.43$ of the upper decade is equivalent to $0.43\,\mu^{*2}\approx0.006$ in $\mu^*$, which indicates how far the RPA value at $r_s=5$ and $0.1E_F$ can be read as asymptotic; the estimate does not carry over to the other kernels.

\subsection{Vertex corrections}

For phonons the first vertex correction is smaller than the bare vertex by the coupling times $\omega_{\rm ph}/E_F$. Here that ratio is $0.94$ at $r_s=1$ and $2.1$ at $r_s=5$, so nothing justifies the bare vertices of RPA where $\mu^*<0$. No controlled resummation is used below. The Kukkonen--Overhauser (KO) construction replaces the vertex by local exchange-correlation kernels $f_{\sigma\sigma'}(q)=f_++\sigma\sigma'f_-$, with $\sigma=\pm1$.

In physical units, let $V=4\pi/q^2$ and $\mathsf U_{\sigma\sigma'}=V+f_{\sigma\sigma'}$. An electron of spin $\sigma'$ acts on the medium electrons of spin $\sigma$ through $\mathsf U_{\sigma\sigma'}$, and so does the induced density. Each spin responds with $\chi_0/2$, so $\delta n=\frac{\chi_0}{2}(\mathsf U+\mathsf U\,\delta n)$. A second electron feels $V$ directly and the induced density through $\mathsf U$:
\begin{equation}
\mathsf W_{\sigma\sigma'}=V+\big[\mathsf U(1-\tfrac{\chi_0}2\mathsf U)^{-1}\tfrac{\chi_0}2\mathsf U\big]_{\sigma\sigma'} .
\end{equation}
The direct term carries no $f$, because the correlation of the two electrons with each other is what the ladder generates. $\mathsf U$ has eigenvalue $2(V+f_+)$ on $(1,1)$ and $2f_-$ on $(1,-1)$, with projectors $\frac12$ and $\frac12\sigma\sigma'$. An eigenvalue $2a$ maps to $2a^2\chi_0/(1-a\chi_0)$, so
\begin{equation}
\mathsf W=V+\frac{(V+f_+)^2\chi_0}{1-(V+f_+)\chi_0}+\frac{f_-^2\chi_0}{1-f_-\chi_0}\,\boldsymbol\sigma\cdot\boldsymbol\sigma',
\end{equation}
where spin-rotation invariance extends $\sigma\sigma'$ to $\boldsymbol\sigma\cdot\boldsymbol\sigma'=2S(S+1)-3=-3$ in the singlet. With $F_\pm=2N_Ff_\pm$, $U=\kappa^2/q^2+F_+$ and $\chi_0=-2N_FL$, multiplication by $N_F$ gives $\frac12[\kappa^2/q^2-U^2L/(1+UL)]$ for the first two terms, and $U-U^2L/(1+UL)=U/(1+UL)$ yields
\begin{equation}
w=\frac12\Big[\frac{U}{1+UL}-F_+\Big]+\frac32\,\frac{F_-^2L}{1+F_-L}.
\label{eq:ko}
\end{equation}

The compressibility and spin-susceptibility sum rules fix $f_+(0)=\partial^2e_{xc}/\partial n^2$ and $f_-(0)=\partial^2e_{xc}/\partial m^2$, with $e_{xc}$ the energy per volume and $m=n_\uparrow-n_\downarrow$. In exchange only, $v_{x\uparrow}=-k_{F\uparrow}/\pi$ with $k_{F\uparrow}^3=6\pi^2n_\uparrow$ gives $f_{\uparrow\uparrow}=-k_F/3\pi n_\uparrow=-2\pi/k_F^2$ and $f_{\uparrow\downarrow}=0$, so $f_\pm=-\pi/k_F^2$ and $F_\pm=-\alpha r_s/\pi=-0.829$ at $r_s=5$. With Perdew--Wang correlation, $F_+=-0.948$ and $F_-=-0.420$. The $q$ dependence is not fixed by these rules, and two static shapes are chosen: (A) $F(0)/\sqrt{1+(q/2)^4}$, which is $0.97F(0)$ at $k_F$ and $0.71F(0)$ at $2k_F$, and (B) the Geldart--Vosko form $F(0)/(1+2|F(0)|q^2/\kappa^2)$, whose local-field factor $G_\pm=-F_\pm q^2/\kappa^2$ tends to $1/2$. In shape A at $r_s=5$, $G_+$ passes 1 near $q=2.7$ and tends to $4|F_+(0)|/\kappa^2=1.14$. The charge vertex $1-G_+$ at $q=k_F$ is $0.72$ (A) and $0.82$ (B).

Three properties follow from Eq.~\eqref{eq:ko}. At high frequency $L\to0$ and $w\to v$, so the instantaneous part is untouched. The retarded charge attraction is $y^2/[2L(1+y)]$ with $y=UL$; its $y$ derivative, proportional to $(y^2+2y)/(1+y)^2$, is positive for $y>0$, so the attraction is weakened wherever $0<G_+<1$. The spin term is positive for $1+F_-L>0$ and falls with frequency, a retarded repulsion that reduces $\lambda$ further. At $\nu=0$, $q\to0$ the RPA value $1/2$ becomes $\frac12(1+0.948)+\frac32(0.420)^2/0.580=0.97+0.46$. In the opposite order of limits, $q\to0$ at fixed $\nu$, $F_\pm L\to0$ and $UL\to\omega_p^2/\nu^2$, so $b(\nu)$ is unchanged: the vertices do not decouple the long-wavelength plasmon, and act at low frequency, including $q\to0$ as just shown, and at $q\sim k_F$.

With $G$ held at $G_0W_0$, the results at $r_s=5$ and $\omega_c=0.1$ are as follows, where $\Gamma=\mu^*/0.370$ and the ladder term is the direct term minus $\Gamma$.
\begin{center}
\begin{tabular}{lccc}
kernel & direct & ladder & $\mu^*$\\
static & 0.367 & 0.15 & $+0.082$\\
RPA & 0.367 & 0.68 & $-0.115$\\
charge vertex A & 0.678 & 0.74 & $-0.023$\\
KO, B & 0.728 & 0.73 & $0.000$\\
KO, A & 0.935 & 0.79 & $+0.054$
\end{tabular}
\end{center}
Dynamical screening raises the ladder term from $0.15$ to $0.68$ at the same direct term. The vertices raise the direct term by $0.31$ to $0.57$ and the ladder term by only $0.05$ to $0.11$. This resembles Eq.~\eqref{eq:g}, in which reducing $\lambda$ changes the direct term and leaves the subtraction alone. The analogy is qualitative: it is exact for $g$, that is at $\ell=0$, whereas the tabulated ladder term includes the logarithm down to $\omega_c$, and in the model at $\ell=\ln5$ the direct term minus $\Gamma_{\rm l}$ goes from $0.97$ to $0.70$ as $\lambda$ falls from $0.6$ to $0.3$. The charge vertex A removes four fifths of the negative $\mu^*$, and Eq.~\eqref{eq:tc} then gives a $T_c$ near $10^{-15}$~K, with an exponent too sensitive to mean more than zero in practice. In model A the spin term makes $\mu^*$ positive. Model B gives $-0.0001$ on this grid and lies within the discretisation uncertainty of about $0.002$ of zero; at that magnitude its formal $T_c$ has no content whatever the sign.

The density dependence at the same cutoff is:
\begin{center}
\begin{tabular}{lccccc}
$r_s$ & 1 & 2 & 3 & 4 & 5\\
RPA & $+0.047$ & $+0.009$ & $-0.033$ & $-0.075$ & $-0.115$\\
KO, A & $+0.072$ & $+0.069$ & $+0.063$ & $+0.058$ & $+0.054$
\end{tabular}
\end{center}
RPA falls by about $0.04$ per unit of $r_s$ and changes sign near $r_s=2.2$. KO-A stays positive and drifts slowly downwards. The difference grows from $0.025$ to $0.17$, so the RPA value is most sensitive to this vertex model where it predicts pairing.

The removal of pairing is a result within this vertex model. The kernels are static and local, whereas the true vertex depends on the momenta and frequencies of all legs. The self-energy was not corrected with the same vertex. Shapes A and B differ by $0.054$ in $\mu^*$, about half the magnitude of the RPA value, and they do not bracket the model. Both fall off faster than local-field factors fitted to quantum Monte Carlo data, which keep about $0.8$ to $0.9$ of $F(0)$ at $2k_F$, and a flat shape of that kind, $F(0)/[1+(q/2.2)^8]^{1/4}$, gives about $+0.07$. What both shapes support is that most or all of the RPA attraction at $r_s=5$ is cancelled; neither settles the sign of a small remainder. Nothing here covers $r_s>5$, where $1+F_+$ is about to change sign ($0.05$ at $r_s=5$), or $\ell>0$. In the triplet $\boldsymbol\sigma\cdot\boldsymbol\sigma'=+1$ makes the spin term negative at every $q$, but its effect on pairing depends on its odd-$\ell$ components, which are not computed here.

\subsection{Practical consequences}

A negative $\mu^*$ or a plasmon enhancement of $T_c$ from an RPA kernel should be reported together with a vertex-corrected value whenever $\omega_p\gtrsim E_F$ and $|F_\pm|$ is not small against 1. In jellium, $F_+$ is already $-0.36$ at $r_s=2$. Charge and spin vertices belong together: in model A they contribute $+0.092$ and $+0.077$. At least two $q$ shapes should be run, one of them following Monte Carlo data up to $2k_F$, with their spread quoted as a lower bound on the model uncertainty.

The frequency dependence that enters the kernel must also enter $\Sigma$. At $r_s=5$ it gives $Z=1.69$; together with $c=1.60$ from the momentum dependence of $\Sigma$, the self-energy multiplies the coupling by $1/Zc=0.37$, and the change appears in the exponent of Eq.~\eqref{eq:tc}. A quoted $\mu^*$ needs its cutoff and a statement of whether this factor is included; a phonon coupling combined with it must be defined for the same quasiparticles.

The cutoff should be lowered until Eq.~\eqref{eq:log} holds to the accuracy wanted in $\ln T_c$, which at $r_s=5$ means $0.01E_F$ or less for a few percent per decade, and the absence of a pole above it should be checked. Since $\delta\ln T_c=-\delta\mu^*/\mu^{*2}$, an error of $0.01$ at $\mu^*=-0.115$ changes $T_c$ by $e^{0.76}$, about a factor of two.

Static screening gave $+0.082$ at $r_s=5$, nearer to the vertex-corrected range than dynamical RPA. In the table this arises from a direct term and a ladder term that are each about $0.4$ to $0.6$ smaller than in KO, so the agreement is a cancellation of two omissions, found at one density, and gives no licence to use the static kernel at others.

\section*{Table of computed values}
\begin{verbatim}
models (units E): mu=1.0, lambda=0.6, Omega=0.1, mu-lambda=0.40
two-step: mu/(1+mu ln(E/Om))=0.3028, g=-0.2972, mu*(wc=0.02)=-0.5697
Lorentz model Tc: cutoff formula 0.00058 E, Matsubara 0.00058 E; 2e^g/pi=1.1339
scan, wc=0.1 EF:  rs  wp/EF   Z     m*/m   Fp     Fm     mu*RPA  mu*KO-A
   1  0.941 1.163 0.972 -0.172 -0.133 +0.0465 +0.0717
   2  1.330 1.308 0.993 -0.355 -0.230 +0.0090 +0.0686
   3  1.629 1.443 1.017 -0.546 -0.307 -0.0332 +0.0628
   4  1.881 1.570 1.038 -0.744 -0.369 -0.0748 +0.0578
   5  2.103 1.691 1.058 -0.948 -0.420 -0.1151 +0.0539
RPA sign change (linear interpolation): rs = 2.21
example rs=5.0: kF=0.3838 1/bohr, EF=0.07366 Ha = 23261 K
kappa^2=3.3172 kF^2, wp=2.1031 EF = 0.15492 Ha
exchange-only F = -0.8293; LDA Fp=-0.9483, Fm=-0.4198
1-G+ at q=kF: A 0.723, B 0.818
Z grid 1.6909, Z quadrature 1.6912, c=1.5988, 1/(Zc)=0.3699
chi(k=1.475 kF,0): grid 0.5451 EF, quadrature 0.5485 EF
wbar RPA(kF,1.122kF): nu=0 0.358, wp 1.227, 1000EF 2.107
static FS average: RPA 0.3666, charge A 0.6782, KO-A 0.9350, KO-B 0.7279
Gamma(kF,0)=-0.3111, Gamma(1.122kF,2.77EF)=+0.9811
mu*(0.1EF): static +0.0816, plasmon pole -0.1107, RPA -0.1151
mu*(0.1EF): charge vertex A -0.0232, KO-A +0.0539, KO-B -0.0001
mu* RPA on finer grid -0.1157
1/mu* RPA: wc=0.1 -8.691, 0.01 -6.817, 0.001 -4.564; ln10=2.303
Tc RPA (wc=0.001): 1.18e-05 EF = 8.70e-07 Ha = 0.275 K
Tc RPA (wc=0.1): log10(Tc/K) = -0.35
Tc RPA fine (wc=0.1): log10(Tc/K) = -0.33
Tc charge A (wc=0.1): log10(Tc/K) = -15.28
Tc KO-A: mu* > 0, no s-wave instability
Tc KO-B (wc=0.1): log10(Tc/K) = -5454.05
\end{verbatim}
